**Numerical test of the Dirac 1s state for a point nucleus**

With $\gamma=\sqrt{1-(Z\alpha)^2}$, where $Z$ is the nuclear charge number and $\alpha$ the fine-structure constant, the 1s state has energy $E=\gamma mc^2$ and mean radius $(2\gamma+1)a_0/(2Z)$, where $a_0$ is the Bohr radius. The program applies the four-component Dirac Hamiltonian to the closed solution in Cartesian coordinates and asserts that the residual vanishes to rounding accuracy at three sample points for $Z=80$, while the nonrelativistic power of $r$ fails. It also integrates the radial equations numerically for $Z=20$, 50, 80 and 110, starting from arbitrary boundary values. For each charge it asserts that the energy, mean radius, most probable radius and small-component weight agree with the formulas. A phase-angle condition asserts that no other state of this symmetry lies between $-0.9\,mc^2$ and the state found. The Schrödinger reference is obtained by finite-difference diagonalization, and the leading-order contraction $(Z\alpha)^2/3$ is tested at $Z=20$. The output shows agreement in all printed digits for the energies and mean radii, and a contraction of the mean radius by 12.54 percent at $Z=80$.

## Program and output

```python
"""Ground state of the Dirac equation for one electron and a point nucleus.

Result under test, with alpha = e^2/(hbar c), zeta = Z*alpha and
gamma = sqrt(1 - zeta^2):
    r*g(r) and r*f(r) are both proportional to r^gamma exp(-Z r/a0),
    f/g = zeta/(1 + gamma),  E = gamma m c^2,  <r> = (2 gamma + 1) a0/(2 Z).
The spinor is (g chi, i f sigma.rhat chi) with a constant two-spinor chi.

Independent road: the radial equations are integrated numerically with
    r*g = R cos(theta),  r*f = R sin(theta),  s = Z r/a0,  x = ln(s),
from arbitrary boundary angles; the energy is found by matching at s = 1.
"""
import math
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, simpson
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq

alpha = const.fine_structure
rest_energy_kev = const.m_e * const.c**2 / const.e / 1000.0
bohr_pm = const.physical_constants["Bohr radius"][0] * 1e12

X_INNER, X_OUTER = math.log(1e-10), math.log(30.0)


def gamma_of(Z):
    return math.sqrt(1.0 - (Z * alpha) ** 2)


# ---- Four-component equation in Cartesian coordinates (hbar = m = c = 1) ----
def cartesian_residual(Z, power):
    """Largest |(H - E) psi| / |psi| at sample points; r*g ~ r^power."""
    zeta, gam = Z * alpha, gamma_of(Z)
    x, y, z = sp.symbols("x y z", real=True)
    r = sp.sqrt(x**2 + y**2 + z**2)
    g = r ** (power - 1) * sp.exp(-zeta * r)
    f = zeta / (1 + gam) * g
    psi = sp.Matrix([g, 0, sp.I * f * z / r, sp.I * f * (x + sp.I * y) / r])
    pauli = [sp.Matrix([[0, 1], [1, 0]]),
             sp.Matrix([[0, -sp.I], [sp.I, 0]]),
             sp.Matrix([[1, 0], [0, -1]])]
    zero = sp.zeros(2, 2)
    h_psi = sp.diag(1, 1, -1, -1) * psi - zeta / r * psi
    for sigma, q in zip(pauli, (x, y, z)):
        dirac_alpha = sp.Matrix(sp.BlockMatrix([[zero, sigma], [sigma, zero]]))
        h_psi += -sp.I * dirac_alpha * psi.diff(q)
    func = sp.lambdify((x, y, z), [h_psi - gam * psi, psi], "numpy")
    worst = 0.0
    for point in [(0.3, -0.5, 0.8), (1.2, 0.7, -0.4), (-2.0, 1.5, 0.9)]:
        res, val = func(*point)
        res = np.array(res, dtype=complex)
        val = np.array(val, dtype=complex)
        worst = max(worst, np.linalg.norm(res) / np.linalg.norm(val))
    return worst


residual_80 = cartesian_residual(80, gamma_of(80))
residual_wrong_power = cartesian_residual(80, 1.0)
assert residual_80 < 1e-12
assert residual_wrong_power > 1e-2


# ---- Numerical integration of the radial equations ----
def integrate(eps, zeta, x_start, theta_start, grid=None):
    """Angle theta and log of the radial density from x_start to x = 0."""
    def rhs(x, y):
        s = math.exp(x)
        c2, s2 = math.cos(2 * y[0]), math.sin(2 * y[0])
        return [s / zeta * (eps - c2) + zeta - s2,
                2 * c2 - 2 * s / zeta * s2]
    sol = solve_ivp(rhs, (x_start, 0.0), [theta_start, 0.0], method="LSODA",
                    t_eval=grid, rtol=1e-10, atol=1e-11)
    assert sol.success
    return sol.y


def mismatch(eps, zeta):
    outward = integrate(eps, zeta, X_INNER, 0.0)[0, -1]
    inward = integrate(eps, zeta, X_OUTER, math.pi / 4)[0, -1]
    return outward - inward


def solve_atom(Z):
    """Energy/mc^2, <s>, most probable s, small weight, low-energy mismatch."""
    zeta = Z * alpha
    low = mismatch(-0.9, zeta)
    eps = brentq(mismatch, -0.9, 0.9999, args=(zeta,), xtol=1e-12)
    norm = mean = small = 0.0
    peak_s = None
    for x_start, theta_start in ((X_INNER, 0.0), (X_OUTER, math.pi / 4)):
        grid = np.linspace(x_start, 0.0, 4001)
        theta, log_density = integrate(eps, zeta, x_start, theta_start, grid)
        density = np.exp(log_density - log_density[-1])
        s = np.exp(grid)
        sign = 1.0 if x_start < 0 else -1.0
        norm += sign * simpson(density * s, x=grid)
        mean += sign * simpson(density * s**2, x=grid)
        small += sign * simpson(density * s * np.sin(theta) ** 2, x=grid)
        if x_start < 0:
            peak_s = s[np.argmax(density)]
    return eps, mean / norm, peak_s, small / norm, low


grid_step = -X_INNER / 4000
results = {}
for Z in (20, 50, 80, 110):
    eps, mean_s, peak_s, small, low = solve_atom(Z)
    gam = gamma_of(Z)
    assert abs(eps - gam) < 1e-7
    assert abs(mean_s - (2 * gam + 1) / 2) < 1e-5
    assert abs(math.log(peak_s / gam)) < 1.01 * grid_step
    assert abs(small - (1 - gam) / 2) < 1e-6
    # The mismatch angle rises with energy and equals a multiple of pi at
    # each bound state: none lies between -0.9 mc^2 and the state found.
    assert -math.pi < low < 0
    results[Z] = (eps, mean_s, peak_s, small)

# ---- Schroedinger reference by finite differences, s = Z r/a0 ----
h = 0.005
s_grid = h * np.arange(1, 5001)
value, vector = eigh_tridiagonal(1 / h**2 - 1 / s_grid,
                                 np.full(len(s_grid) - 1, -0.5 / h**2),
                                 select="i", select_range=(0, 0))
mean_s_schroedinger = float(np.sum(vector[:, 0] ** 2 * s_grid))
assert abs(value[0] + 0.5) < 1e-4
assert abs(mean_s_schroedinger - 1.5) < 1e-4

# Leading-order contraction (Z alpha)^2/3, tested where Z alpha is small
contraction_20 = 1 - results[20][1] / 1.5
leading_20 = (20 * alpha) ** 2 / 3
assert abs(contraction_20 / leading_20 - 1) < 0.01

# ---- Worked example ----
Z = 80
zeta, gam = Z * alpha, gamma_of(Z)
mean_rel, mean_nr = (2 * gam + 1) / (2 * Z), 3 / (2 * Z)
bind_rel = (1 - gam) * rest_energy_kev
bind_nr = zeta**2 / 2 * rest_energy_kev
contraction = 1 - mean_rel / mean_nr
assert abs(contraction - (1 - results[80][1] / mean_s_schroedinger)) < 1e-4

print(f"1/alpha = {1 / alpha:.3f}")
print(f"Z where 2 gamma = 1: {math.sqrt(3) / 2 / alpha:.2f}")
print(f"electron rest energy = {rest_energy_kev:.3f} keV")
print(f"Bohr radius = {bohr_pm:.4f} pm")
print("Worked example, Z = 80")
print(f"Z alpha = {zeta:.6f}")
print(f"(Z alpha)^2 = {zeta**2:.6f}")
print(f"gamma = E/(mc^2) = {gam:.6f}")
print(f"2 gamma = {2 * gam:.6f}")
print(f"E with rest energy = {gam * rest_energy_kev:.3f} keV")
print(f"binding energy, Dirac = {bind_rel:.3f} keV")
print(f"binding energy, Schroedinger = {bind_nr:.3f} keV")
print(f"ratio of binding energies = {bind_rel / bind_nr:.4f}")
print(f"amplitude ratio B/A = {zeta / (1 + gam):.6f}")
print(f"weight of small component = {100 * (1 - gam) / 2:.2f} percent")
print(f"mean radius, Dirac = {mean_rel:.6f} bohr")
print(f"mean radius, Dirac = {mean_rel * bohr_pm:.4f} pm")
print(f"mean radius, Schroedinger = {mean_nr:.6f} bohr")
print(f"mean radius, Schroedinger = {mean_nr * bohr_pm:.4f} pm")
print(f"ratio of mean radii = {mean_rel / mean_nr:.6f}")
print(f"contraction of mean radius = {100 * contraction:.2f} percent")
print(f"leading-order estimate = {100 * zeta**2 / 3:.2f} percent")
print(f"most probable radius, Dirac = {gam / Z:.6f} bohr")
print(f"most probable radius, Schroedinger = {1 / Z:.6f} bohr")
print(f"contraction of most probable radius = {100 * (1 - gam):.2f} percent")
print("Checks")
print(f"Cartesian residual, power gamma = {residual_80:.1e} mc^2")
print(f"Cartesian residual, power 1 = {residual_wrong_power:.3f} mc^2")
print(f"Schroedinger <Zr/a0>, numerical = {mean_s_schroedinger:.5f}")
print("Z | E/mc^2 numerical, formula | <Zr/a0> numerical, formula")
for Z_row, row in results.items():
    g_row = gamma_of(Z_row)
    print(f"{Z_row} | {row[0]:.7f}, {g_row:.7f} | "
          f"{row[1]:.6f}, {(2 * g_row + 1) / 2:.6f}")
print("Z | contraction of <r> from numerical integration, percent")
for Z_row, row in results.items():
    print(f"{Z_row} | {100 * (1 - row[1] / 1.5):.2f}")
print("no test failed")
```

Running it gives:

```
1/alpha = 137.036
Z where 2 gamma = 1: 118.68
electron rest energy = 510.999 keV
Bohr radius = 52.9177 pm
Worked example, Z = 80
Z alpha = 0.583788
(Z alpha)^2 = 0.340809
gamma = E/(mc^2) = 0.811906
2 gamma = 1.623812
E with rest energy = 414.883 keV
binding energy, Dirac = 96.116 keV
binding energy, Schroedinger = 87.076 keV
ratio of binding energies = 1.1038
amplitude ratio B/A = 0.322196
weight of small component = 9.40 percent
mean radius, Dirac = 0.016399 bohr
mean radius, Dirac = 0.8678 pm
mean radius, Schroedinger = 0.018750 bohr
mean radius, Schroedinger = 0.9922 pm
ratio of mean radii = 0.874604
contraction of mean radius = 12.54 percent
leading-order estimate = 11.36 percent
most probable radius, Dirac = 0.010149 bohr
most probable radius, Schroedinger = 0.012500 bohr
contraction of most probable radius = 18.81 percent
Checks
Cartesian residual, power gamma = 2.3e-15 mc^2
Cartesian residual, power 1 = 0.190 mc^2
Schroedinger <Zr/a0>, numerical = 1.50001
Z | E/mc^2 numerical, formula | <Zr/a0> numerical, formula
20 | 0.9892924, 0.9892924 | 1.489292, 1.489292
50 | 0.9310594, 0.9310594 | 1.431059, 1.431059
80 | 0.8119060, 0.8119060 | 1.311906, 1.311906
110 | 0.5963712, 0.5963712 | 1.096371, 1.096371
Z | contraction of <r> from numerical integration, percent
20 | 0.71
50 | 4.60
80 | 12.54
110 | 26.91
no test failed
```
